# Graham's Flux Ratio in Isobaric Knudsen Counterdiffusion Through a Pore

Two gas reservoirs at 1300 K and 10 Torr are joined by a pore 100 nm wide and 10000 nm long. No pressure difference drives a flow, yet about $1.6\times10^5$ more molecules per nm² and second pass one way than the other. Light molecules (2 u) flow towards side 1 eight times faster than heavy ones (128 u) flow towards side 2, and $8=\sqrt{128/2}$. The net mass moves the opposite way, towards side 2. Why does the square root of the mass ratio appear, and what must hold for it to survive?

## Conventions

The algebra is in atomic units, with temperature entering as the energy $\tau=k_BT$. Species $i=h,l$ (heavy, light) is an ideal gas of molecular mass $m_i$, partial pressure $p_i$ and number density $n_i=p_i/\tau$. Its mean speed is $v_i=\sqrt{8\tau/\pi m_i}$. The flux $J_i$ counts molecules per area and time, positive from side 1 to side 2, and $\Delta$ means side 1 minus side 2. Molar fluxes have the same ratio as molecular fluxes. The reservoirs hold their pressures and compositions fixed, and the flow is steady.

## Stage 1: a hole in a thin wall

Let the hole be much smaller than the free path, so that molecules cross it independently. The number arriving per area and time from one side is

$$\Gamma_i=n_i\sqrt{\frac{m_i}{2\pi\tau}}\int_0^\infty u\,e^{-m_iu^2/2\tau}\,du
=n_i\sqrt{\frac{m_i}{2\pi\tau}}\,\frac{\tau}{m_i}
=n_i\sqrt{\frac{\tau}{2\pi m_i}} .$$

Since $v_i/4=\sqrt{\tau/2\pi m_i}$ and $n_i=p_i/\tau$,

$$\Gamma_i=\frac{n_iv_i}{4}=\frac{p_i}{\sqrt{2\pi m_i\tau}},\qquad
J_i=\frac{\Delta p_i}{\sqrt{2\pi m_i\tau}} .$$

Equal total pressures mean $p_{h1}+p_{l1}=p_{h2}+p_{l2}$, hence $\Delta p_l=-\Delta p_h$. Dividing the fluxes gives

$$\boxed{\frac{J_h}{J_l}=-\sqrt{\frac{m_l}{m_h}}}$$

The driving differences are equal and opposite; the lighter gas responds more strongly because it is faster. For equal masses the fluxes cancel, as they must when the two gases differ by a label alone.

## Stage 2: a pore of any shape

Now let molecules strike walls inside the pore, but not each other. Assume that walls are at temperature $\tau$, absorb nothing permanently, and re-emit diffusely from the point of impact: the new direction follows the cosine law whatever the incoming velocity or the species.

The rate of entry with speed $v$ at angle $\theta$ to the mouth normal is proportional to $v\cos\theta\;v^2e^{-m_iv^2/2\tau}$. Direction and speed factorize, so both gases enter with the same distribution of directions. Thereafter the path is a sequence of straight lines whose geometry does not depend on speed. The probability $W_{12}$ of entering at mouth 1 and leaving at mouth 2 is therefore the same for both gases.

Let the mouths have areas $a_1,a_2$. At equal partial pressures the system is in equilibrium and the net flow vanishes:

$$a_1W_{12}\Gamma_i=a_2W_{21}\Gamma_i\quad\Rightarrow\quad a_1W_{12}=a_2W_{21}.$$

Away from equilibrium the two streams are still independent. Per area of mouth 1,

$$J_i=W_{12}\Gamma_{i1}-\frac{a_2}{a_1}W_{21}\Gamma_{i2}
=W_{12}\frac{\Delta p_i}{\sqrt{2\pi m_i\tau}} .$$

The geometry cancels in the ratio, which is the boxed result again. For several gases, multiplying by $\sqrt{m_i}$ and summing gives

$$\sum_i\sqrt{m_i}\,J_i=\frac{W_{12}}{\sqrt{2\pi\tau}}\sum_i\Delta p_i=0 .$$

Reciprocity was tested by tracing molecules through a cone with mouth radii 1 and 0.5 and length 3. The transmission was 0.1474 from the wide end and 0.5891 from the narrow end. Weighted by areas in the ratio 4:1, these agree within the sampling error of about 0.6 %.

The mass fluxes obey a different ratio:

$$\frac{m_hJ_h}{m_lJ_l}=-\frac{m_h}{m_l}\sqrt{\frac{m_l}{m_h}}=-\sqrt{\frac{m_h}{m_l}} .$$

This explains the opening numbers: more light molecules cross, but the heavy gas carries more mass.

## Stage 3: the size of the flux in a long cylinder

Consider a molecule leaving the wall of a cylinder of diameter $d$. Let $\alpha$ be its angle to the axis and $\varphi$ the angle, in the cross-section, to the inward normal. The cosine of the angle to that normal is $\sin\alpha\cos\varphi$, and the solid angle is $\sin\alpha\,d\alpha\,d\varphi$. The cosine law thus gives the probability

$$dP=\frac1\pi\sin^2\!\alpha\,\cos\varphi\;d\alpha\,d\varphi,\qquad
0<\alpha<\pi,\quad |\varphi|<\frac\pi2 .$$

In the cross-section the flight is a chord of length $d\cos\varphi$. Its full length is $\ell=d\cos\varphi/\sin\alpha$, and its axial displacement is $z=d\cos\varphi\cot\alpha$. Therefore

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\!\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\!\varphi\,d\varphi
=\frac{d^2}{\pi}\,\frac\pi2\,\frac43=\frac{2d^2}{3},$$

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^2\!\varphi\,d\varphi
=\frac d\pi\,2\,\frac\pi2=d .$$

Emitted speeds have the flux weighting $v^3e^{-m_iv^2/2\tau}$, so

$$\left\langle\frac1v\right\rangle=
\frac{\int_0^\infty v^2e^{-m_iv^2/2\tau}dv}{\int_0^\infty v^3e^{-m_iv^2/2\tau}dv}=\frac1{v_i},$$

because the inverse quotient is the mean speed in the gas. Speed and direction are independent, hence the mean flight time is $\langle t\rangle=d/v_i$.

Successive displacements are independent with zero mean, so their cross terms average to zero. After a long time $t$ there have been about $t/\langle t\rangle$ flights, and

$$D_i=\frac{\langle z^2\rangle}{2\langle t\rangle}
=\frac{2d^2/3}{2d/v_i}=\frac{d\,v_i}{3}.$$

This random walk obeys $J_i=-D_i\,dn_i/dz$ on scales much longer than $d$. In steady flow $J_i$ is constant, so each density is linear in $z$ and

$$J_i=D_i\frac{\Delta n_i}{L},\qquad W\to\frac{4D_i}{v_iL}=\frac{4d}{3L}.$$

The second relation follows from $J_i=W\Delta n_i\,v_i/4$. Since $\Delta n_h+\Delta n_l=0$, the two linear profiles add up to a uniform total density: the pressure is uniform along the pore as well as equal at its ends.

Timed random flights, followed for 200 mean flight times, gave 0.985 and 0.979 of the predicted $D_h$ and $D_l$. Their ratio $D_l/D_h$ was 7.95, against the predicted 8.

**Numbers.** The heavy fraction is $x_1=0.3$ on side 1 and $x_2=0.1$ on side 2. The total density is $7.428\times10^{-5}$ nm⁻³, so $\Delta n_h=0.2\times7.428\times10^{-5}=1.486\times10^{-5}$ nm⁻³. With $v_h=463.7$ m/s, $D_h=dv_h/3=0.1546$ cm²/s. Since 1 cm² is $10^{14}$ nm²,

$$J_h=\frac{0.1546\times10^{14}\times1.486\times10^{-5}}{10^4}
\approx2.30\times10^4\ \mathrm{nm^{-2}\,s^{-1}} .$$

For the light gas $D_l=1.237$ cm²/s and $J_l=-1.84\times10^5$ nm⁻² s⁻¹. In molar units the fluxes are 0.038 and −0.305 mol m⁻² s⁻¹.

### Limit: a pore of finite length

Measure axial distance in diameters, $s=z/d$, and let $\lambda=L/d$. A wall flight goes farther than $s$ in a chosen direction if $\alpha<\alpha_0=\arctan(\cos\varphi/s)$, which has probability

$$F(s)=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\varphi\,
\frac{\alpha_0-\sin\alpha_0\cos\alpha_0}{2}\,d\varphi .$$

Its landing density is $K(s)=-dF/ds$. Let $P(s)$ be the probability that a molecule emitted at $s$ finally leaves by the far end. It either leaves directly or lands elsewhere and starts again:

$$P(s)=F(\lambda-s)+\int_0^\lambda K(|s-s'|)P(s')\,ds' .$$

A wall ring of area $\pi d^2ds$ sends a fraction $F(s)$ of its emission through the mouth. At equilibrium the mouth, of area $\pi d^2/4$, sends the same number back, so an entering molecule first lands in $ds$ with probability $4F(s)\,ds$. Those that have not landed by $\lambda$ pass directly, giving

$$W=1-4\int_0^\lambda F(s)\,ds+4\int_0^\lambda F(s)P(s)\,ds .$$

As $\lambda\to0$ this returns $W=1$, the thin hole. For $\lambda=2$ the equation gives 0.3566 and direct tracing 0.3557. For the example, $\lambda=100$, it gives 0.01295 instead of 0.01333. The finite length lowers both fluxes by 2.9 % relative to the long-pore formula, or by 9 % at a quarter of the length; the ratio does not change.

## Stage 4: walls that sometimes act as mirrors

Let a fraction $f$ of reflections be diffuse and the rest specular. In a smooth cylinder a specular reflection preserves the speed, the axial velocity and the angle to the normal in the cross-section. The next flight therefore repeats the same $z$ and duration. One emission produces $N$ equal flights with probability $f(1-f)^{N-1}$. With $q=1-f$,

$$\langle N\rangle=f\sum_{N\ge1}Nq^{N-1}=\frac{f}{(1-q)^2}=\frac1f,$$

$$\langle N^2\rangle=f\frac{d}{dq}\frac{q}{(1-q)^2}
=f\frac{1+q}{(1-q)^3}=\frac{2-f}{f^2}.$$

The independent steps are now $Nz$, lasting $Nt$, so

$$D_i(f)=\frac{\langle N^2\rangle\langle z^2\rangle}{2\langle N\rangle\langle t\rangle}
=\frac{2-f}{f}\,\frac{dv_i}{3}.$$

At $f=1$ the earlier value returns. As $f\to0$ the expression diverges, and diffusion ceases to describe a finite pore once molecules cross it without enough diffuse reflections.

For $f=0.6$ the predicted factor is 2.33; timed flights gave 2.20, about 6 % lower. Nearly all of this is finite observation time. If flights are cut at the end of the observation, the expected factor is about 2.21 after a time $200\,d/v_i$, 2.32 after ten times longer, and 2.33 at long times.

A common $f$ cancels from the flux ratio, but unequal values do not. If the heavy gas has $f=0.9$ and the light gas $f=1$, then in the long-pore limit $D_h$ grows by $1.1/0.9=1.22$, and $J_l/J_h$ changes from −8 to −6.55. Mass alone does not fix the ratio unless both gases scatter alike.

## Stage 5: molecules that also meet each other

Outside the Knudsen limit I use a model, the dusty-gas momentum balance. Each species loses momentum to the wall in proportion to $J_i/D_i$ and exchanges momentum with the other:

$$-\frac{dn_i}{dz}=\frac{J_i}{D_i}+\frac{n_jJ_i-n_iJ_j}{nD_{hl}},\qquad j\ne i .$$

Here $n=n_h+n_l$, and $D_{hl}$ is the pair diffusivity in open gas. The exchange term changes sign when the labels are swapped, because collisions conserve momentum. Adding the two equations leaves

$$-\frac{dn}{dz}=\frac{J_h}{D_h}+\frac{J_l}{D_l}.$$

The right side is constant along the pore, so $n$ is linear; equal end pressures make its slope zero. There is then no pressure gradient to drive a viscous flow, and $J_h/J_l=-D_h/D_l=-\sqrt{m_l/m_h}$. Within this model the ratio survives collisions.

The magnitude does not. Put $n_h=xn$ and $\alpha_m=1-\sqrt{m_h/m_l}$, so that $J_h+J_l=\alpha_mJ_h$. The exchange numerator for $h$ is

$$n[(1-x)J_h-xJ_l]=n[J_h-x(J_h+J_l)]=nJ_h(1-\alpha_mx).$$

With $b=1+D_{hl}/D_h$, the balance multiplied by $D_{hl}$ becomes

$$-nD_{hl}\frac{dx}{dz}=J_h(b-\alpha_mx).$$

Separating variables and integrating from $x_1$ to $x_2$,

$$J_h=\frac{nD_{hl}}{L}\int_{x_1}^{x_2}\frac{-dx}{b-\alpha_mx}
=\frac{nD_{hl}}{\alpha_mL}\ln\frac{b-\alpha_mx_2}{b-\alpha_mx_1}.$$

For rare collisions $b\approx D_{hl}/D_h$ is large. The logarithm tends to $\alpha_m(x_1-x_2)/b$, and $J_h\to nD_h(x_1-x_2)/L$, as in Stage 3.

A strong-collision case was solved numerically without imposing the flux ratio: pure gases at the ends, equal pressures and $D_{hl}=0.2D_l$. The heavy flux fell to 0.299 of its Knudsen value, in agreement with the formula, while $J_l/J_h$ remained −8.000.

For the example I take a collision diameter $\sigma=0.5$ nm. A heavy molecule moving through light gas at the full density has free path $1/[n\pi\sigma^2\sqrt{1+m_h/m_l}]\approx2100$ nm, or 21 pore diameters. The root is the mean relative speed divided by $v_h$. The hard-sphere kinetic estimate $D_{hl}=(3/8n\sigma^2)\sqrt{\tau/2\pi\mu}$, with $\mu$ the reduced mass, is adopted here without derivation to size the effect. It gives about 190 cm²/s and, within the dusty-gas model, a flux loss of about 0.2 %. This understates the effect. The model treats collisions as an added friction, but in a cylinder part of the flux rides on long, nearly axial flights, and any collision, like or unlike, ends them. A light molecule turns a heavy one by roughly 0.1 rad, more than the angle to the axis of a flight tens of diameters long. When hard-sphere flights are followed from wall to wall at the mean composition, heavy-light collisions alone lower the heavy flux through this pore by about 1 % and the light flux by about 0.2 %, which moves the ratio to roughly −8.1. Collisions between like molecules are not estimated here.

## Where the ratio moves

**Unequal pressures.** Stage 2 gives $J_l/J_h=\sqrt{m_h/m_l}\,\Delta p_l/\Delta p_h$. In the example $\Delta p_h=2$ Torr. An excess of 0.1 Torr of light gas on side 1 changes $\Delta p_l$ from −2 to −1.9 Torr and the ratio to −7.6. Closed vessels would drift in this direction, since the net molecular flow fills side 1; the reservoirs must remove that excess.

**Unequal temperatures.** The entry rate scales as $p_i/\sqrt\tau$, with each reservoir's own temperature. If side 2 is 10 K hotter at the same total pressure, the ratio becomes −7.85.

**Deposition.** Let each heavy-molecule wall impact deposit with probability $\epsilon$. The wall area per volume is $4/d$, so the loss per volume is $(4/d)\epsilon n_hv_h/4=\epsilon n_hv_h/d$. Comparing this with diffusion over $L$ gives the squared Thiele modulus

$$\Phi^2=\frac{\epsilon v_hL^2}{dD_h}=3\epsilon\frac{L^2}{d^2}.$$

For $\epsilon=10^{-6}$, $\Phi^2=0.03$. With weak loss, the deposited amount divided by the through flux is $\Phi^2\bar n_h/\Delta n_h$, where $\bar n_h$ is the mean density. Here $\bar n_h=\Delta n_h$, so about 3 % is deposited. The heavy flux then differs between the mouths. If deposition releases no light gas, the ratio is about −7.86 at mouth 1 and −8.10 at mouth 2.

**Smaller effects.** Suppose every impact adsorbs briefly, with binding energy 0.5 eV, hopping barrier 0.2 eV, hop length $a=0.3$ nm and equal attempt rates for hopping and desorption. Surface diffusivity times residence time is then $(a^2/4)e^{(0.5-0.2)/0.112}$, with energies in eV. The adsorbed density per wall area is $n_hv_h/4$ times the residence time, and the wall perimeter per cross-sectional area is $4/d$. Dividing the resulting surface flux by the gas flux, with $D_h=dv_h/3$, multiplies that product by $3/d^2$ and gives 0.01 %. If the heavy molecule sees a pore 0.2 nm narrower, its flow, proportional to $d^3$, falls by 0.6 %. The light gas's thermal wavelength, 0.034 nm, is far below the pore width.

## Beside a real infiltration process

The temperature and pressure are round values in the rough regime of chemical vapour infiltration, where a heavy precursor in a light carrier gas deposits a solid inside a porous body. The pore in the example is short; such a body can be millimetres thick. A straight pore 1 mm long, with width and $\epsilon$ held fixed, is 100 times longer, so $\Phi^2$ rises by $10^4$ to 300. Deposition then consumes most of the precursor close to the mouth by which it enters, and the non-reacting assumption fails completely. In a dead-end pore at steady state, stoichiometry fixes the fluxes: if each precursor molecule consumed releases $\nu$ gas molecules, then $J_{\rm product}=-\nu J_{\rm precursor}$, whatever the masses. The boxed ratio, known as Graham's, applies to through-pores much wider than the molecules, with negligible deposition and surface flow, held isobaric and isothermal, whose walls scatter both gases alike and in which molecules rarely meet each other; a free path of some 20 diameters, as in the example, still shifts the ratio by about 1 %. For frequent collisions it has been shown here only within the dusty-gas model. The numerical output lists the values for the example.

## Table of computed values

```
masses heavy, light: 128, 2 u
temperature: 1300 K; total pressure: 10.0 Torr
pore diameter, length: 100, 10000 nm
heavy fraction sides 1, 2: 0.3, 0.1
thermal energy kT: 0.1120 eV
total number density: 7.4281e-05 nm^-3
mean speed heavy, light: 463.7, 3709.7 m/s
Knudsen D heavy, light: 0.1546, 1.2366 cm2/s
long-pore flux heavy: 2.2964e+04 nm^-2 s^-1
long-pore flux light: -1.8371e+05 nm^-2 s^-1
same, heavy and light: 0.0381, -0.3051 mol m^-2 s^-1
flux ratio light/heavy: -8.0000
net molecular flux: -1.6074e+05 nm^-2 s^-1
mass-flux ratio heavy/light: -8.0000
net mass flux: 4.2708 g m^-2 s^-1
W long-pore, finite-length: 0.013333, 0.012953
finite-length flux loss: 2.85 %
same at a quarter of the length: 9.05 %
finite-length flux heavy: 2.2309e+04 nm^-2 s^-1
finite-length flux light: -1.7847e+05 nm^-2 s^-1
test cone W from wide, narrow end: 0.1474, 0.5891
test cone reciprocity quotient: 1.0006
test cylinder L/d=2, W equation, traced: 0.3566, 0.3557
traced D / formula heavy, light: 0.9850, 0.9793
traced D ratio light/heavy: 7.954
specular factor f=0.6, formula, traced: 2.3333, 2.2045
strong-collision test, D_pair/D_light: 0.20
strong-collision flux / Knudsen flux: 0.2986
strong-collision ratio light/heavy: -8.00000
collision diameter chosen: 0.5 nm
heavy free path in light gas: 2126 nm; over diameter: 21.3
pair diffusivity: 188.7 cm2/s
flux loss from gas collisions: 0.196 %
pressure excess side 1: 0.10 Torr; ratio: -7.600
side 2 hotter by 10 K; ratio: -7.847
heavy diffuse fraction 0.9, light 1; ratio: -6.545
sticking chance chosen: 1.0e-06; Thiele modulus squared: 0.0300
heavy gas deposited / through flux: 2.99 %
surface binding, hop barrier: 0.5, 0.2 eV; hop: 0.3 nm
surface flux / gas flux: 0.0098 %
size difference 0.2 nm; heavy flux loss: 0.60 %
light thermal wavelength: 0.0342 nm
```
